Half-width of the Peierls–Nabarro edge dislocation from a sinusoidal slip-plane law, part 1

(Sections cited here and not found follow in the second part.)

**1. The balance of stresses and its solution**

A metal film that keeps two materials apart can be crossed by dislocations. Near each dislocation line the atoms on the two sides of a slip plane are out of step, and such strips of disturbed crystal can serve as paths for diffusing atoms. A model of such a path may call for a width of the strip. Linear elasticity alone gives none: it treats the dislocation as a line of zero width, and the stress then grows without limit as the line is approached. A length enters once the slip plane is allowed to resist shear with a finite strength. This appendix derives that length for a straight edge dislocation, and then shows how far the number can be trusted.

Geometry and conventions

The x axis lies in the slip plane along the slip direction, y is normal to the slip plane, and z runs along the dislocation line. Nothing depends on z and there is no displacement along z, a state called plane strain. The crystal is cut into an upper and a lower half, which end at two neighbouring atomic planes a distance d apart. Each half is an isotropic linear-elastic solid with shear modulus μ and Poisson ratio ν. In each half, y is measured from its own face, so that both faces are at y = 0. The spacing d therefore does not enter the elasticity of the halves. It enters through the shear law of the gap, and in the balance of forces the gap counts as a layer without thickness.

The displacement components are u_x and u_y. The disregistry is the relative displacement of the two faces,

δ(x) = u_x(x, upper face) − u_x(x, lower face).

For a dislocation with Burgers vector of length b, δ rises from 0 far to the left to b far to the right. At both ends the atoms are in register again, because b is a lattice vector. Since δ increases with x, the upper face is stretched along x and the lower face is compressed. The extra half-plane of atoms therefore lies in the lower half.

The shear law of the gap

The gap is assumed to transmit a shear stress τ that depends on the disregistry at the same x and on nothing else. A relative shift by b restores the crystal, so τ has period b in δ. It is odd in δ if slip to the left and to the right are equivalent. The simplest function with these properties is a single sine,

τ(δ) = A sin(2πδ/b).

The amplitude A is fixed by small shears. If the upper face moves by a small δ, the gap has the shear strain δ/d, and Hooke's law gives τ = μδ/d. The sine gives A·2πδ/b for small δ. Equating the two,

A = μb/(2πd),

τ(δ) = [μb/(2πd)] sin(2πδ/b).   (1)

The sign agrees with the usual meaning of σ_xy: a positive σ_xy on the plane means that the material above pulls the material below towards positive x, and this happens when the upper face has moved to the right. Two assumptions are contained in (1). The law is a pure sine, and its initial slope is set by the bulk shear modulus. Their effect on the width is taken up in the second half.

Symmetry between the two halves

Suppose that the displacement field in the upper half is known. A field for the lower half is obtained by reflection:

u_x(x, −y) = −u_x(x, y),   u_y(x, −y) = u_y(x, y).

The second relation makes u_y equal on the two faces, so the gap does not open. The first makes the faces move by equal and opposite amounts, so the upper face carries half of the disregistry:

u_x(x, upper face) = δ(x)/2.   (2)

Now consider the stresses. The strain ε_xx = ∂u_x/∂x is odd under the reflection. The strain ε_yy = ∂u_y/∂y is odd too, because u_y is even and the derivative with respect to y changes sign. The shear strain contains ∂u_x/∂y and ∂u_y/∂x, which are both even. Hence σ_xy is even and takes the same value on both faces, as the balance of tangential forces on the gap requires. The normal stress σ_yy is odd, while the balance of normal forces requires equal values on the two faces. A number equal to its own negative is zero, so

σ_yy = 0 on both faces.   (3)

The problem is reduced to one half-space with a given tangential displacement δ/2 and no normal traction on its face.

Elastic response of one half-space

For plane strain, Hooke's law is needed without σ_zz. With Young's modulus 2μ(1+ν),

2μ(1+ν) ε_zz = σ_zz − ν(σ_xx + σ_yy) = 0,   so   σ_zz = ν(σ_xx + σ_yy).

Inserting this into the law for ε_xx,

2μ(1+ν) ε_xx = σ_xx − ν(σ_yy + σ_zz) = (1−ν²)σ_xx − ν(1+ν)σ_yy.

Division by 1+ν gives

2μ ε_xx = (1−ν)σ_xx − νσ_yy,   (4)

and ε_yy follows by exchanging x and y. The shear strain is ε_xy = σ_xy/(2μ).

The equilibrium equations are satisfied identically if the stresses are derived from an Airy function χ:

σ_xx = ∂²χ/∂y²,   σ_yy = ∂²χ/∂x²,   σ_xy = −∂²χ/∂x∂y.

For instance, ∂σ_xx/∂x + ∂σ_xy/∂y = ∂³χ/∂x∂y² − ∂³χ/∂x∂y² = 0. The strains must also come from a displacement field, which requires

∂²ε_xx/∂y² + ∂²ε_yy/∂x² = 2 ∂²ε_xy/∂x∂y.

Inserting Hooke's law and multiplying by 2μ gives

(1−ν)(∂⁴χ/∂x⁴ + ∂⁴χ/∂y⁴) − 2ν ∂⁴χ/∂x²∂y² = −2 ∂⁴χ/∂x²∂y².

Moving the right side over makes the coefficient of the mixed term 2(1−ν). The common factor 1−ν drops out, and

∂⁴χ/∂x⁴ + 2 ∂⁴χ/∂x²∂y² + ∂⁴χ/∂y⁴ = 0.

Consider one Fourier component, χ = f(y) exp(ikx) with k ≠ 0. Each derivative with respect to x gives a factor ik, so the equation becomes (d²/dy² − k²)² f = 0. Its solutions that decay into the upper half, y > 0, are

f(y) = (C₀ + C y) exp(−|k|y).

On the face, σ_yy = −k² f(0) exp(ikx) = −k² C₀ exp(ikx). Condition (3) therefore gives C₀ = 0. The derivatives of the remaining function are

f′(y) = C(1 − |k|y) exp(−|k|y),

f″(y) = C(−2|k| + k²y) exp(−|k|y).

At y = 0, and without the common factor exp(ikx), the stresses are

σ_xx = −2|k|C,   σ_yy = 0,   σ_xy = −ikC.

Let u_k be the amplitude of u_x on the face. Then ε_xx has the amplitude ik u_k, and (4) gives

ik u_k = (1−ν)(−2|k|C)/(2μ) = −(1−ν)|k|C/μ.

Solving for C,

C = −ikμu_k/[(1−ν)|k|].

The shear stress is then

σ_xy = −ikC = (−ik)² μu_k/[(1−ν)|k|] = −k²μu_k/[(1−ν)|k|] = −μ|k|u_k/(1−ν).

The sign has a direct meaning. The outward normal of the upper half points towards negative y, so the traction needed to hold its face displaced is −σ_xy. This is in phase with the displacement, as it must be for a stable solid. The same ratio, −μk/(1−ν) for k > 0, was obtained by solving the displacement equations symbolically, with u_x and u_y each written as a first-degree polynomial in y times a decaying exponential and with zero normal traction on the face.

With u_k = δ_k/2 from (2), the shear stress produced on the slip plane by the two elastic halves is

σ_k = −μ|k|δ_k/[2(1−ν)].   (5)

From Fourier components to an integral

The Fourier convention is f_k = ∫ f(x) exp(−ikx) dx, with the inverse f(x) = ∫ f_k exp(ikx) dk/(2π). All integrals without limits run from −∞ to ∞. Since δ does not vanish at large x, it is better to work with its derivative

ρ(x) = dδ/dx,   ∫ ρ dx = b,

which is the density of Burgers vector along the plane. Its components are ρ_k = ikδ_k. Because |k|/(ik) = −i sgn(k), where sgn(k) is the sign of k,

|k|δ_k = −i sgn(k) ρ_k.   (6)

The factor −i sgn(k) is the transform of 1/(πx), taken as a principal value. In ∫ exp(−ikx)/x dx the cosine part is odd in x and cancels, which leaves −i ∫ sin(kx)/x dx. The remaining integral follows from 1/t = ∫₀^∞ exp(−st) ds:

∫₀^∞ (sin t)/t dt = ∫₀^∞ ds ∫₀^∞ exp(−st) sin t dt = ∫₀^∞ ds/(1+s²) = π/2.

Hence ∫ sin(kx)/x dx = π sgn(k), and the transform of 1/(πx) is −i sgn(k). A product of transforms corresponds to a convolution, so (5) and (6) give

σ_el(x) = −{μ/[2π(1−ν)]} PV∫ ρ(x′)/(x−x′) dx′,   (7)

where PV marks the principal value. A uniform stress could be added, since it belongs to k = 0. It is set to zero because no load is applied.

If all of the Burgers vector sits at x = 0, (7) reduces to −μb/[2π(1−ν)x]. This is the stress of a dislocation line of zero width, which diverges at x = 0. Spreading ρ over a finite width removes the divergence.

The stress of the elastic halves must equal the stress that the gap transmits:

−{μ/[2π(1−ν)]} PV∫ ρ(x′)/(x−x′) dx′ = [μb/(2πd)] sin(2πδ(x)/b).   (8)

This is the Peierls–Nabarro equation. Elasticity favours a wide distribution of ρ, because parts of the Burgers vector with equal sign repel each other. The shear law favours a narrow one, because a wide core keeps many atoms out of register.

What the far field suggests

Far to the right, δ is close to b. Write δ = b − ε with small positive ε. The right side of (8) becomes −με/d. If ρ falls off as 1/x², the left side is −μb/[2π(1−ν)x] to leading order, because almost all of the Burgers vector lies near the origin. Therefore

ε ≈ bd/[2π(1−ν)x].   (9)

The disregistry approaches its final value as 1/x. The arctangent is a smooth step with this kind of tail, which suggests the trial profile

δ(x) = b/2 + (b/π) arctan(x/w),   (10)

with a width w still to be found. For x > 0 its distance from b is (b/π) arctan(w/x), or about bw/(πx) at large x. Comparison with (9) gives w = d/[2(1−ν)]. The tail alone thus fixes what the width must be if the arctangent is right. It remains to show that one value of w satisfies (8) at every x.

The elastic side for the trial profile

Differentiating (10) gives

ρ(x) = (b/π) w/(x²+w²).

Its Fourier transform is ρ_k = b exp(−w|k|), as the inverse transform confirms:

∫ b exp(−w|k|) exp(ikx) dk/(2π) = (b/π) Re ∫₀^∞ exp[−(w−ix)k] dk = (b/π) Re[1/(w−ix)] = (b/π) w/(w²+x²).

The quantity (1/π) PV∫ ρ(x′)/(x−x′) dx′ has the transform −i sgn(k) b exp(−w|k|). The contributions of k and −k combine into a sine:

(1/π) PV∫ ρ(x′)/(x−x′) dx′ = (b/π) ∫₀^∞ exp(−wk) sin(kx) dk = (b/π) x/(x²+w²).

The last integral is the imaginary part of 1/(w−ix). Multiplying by π,

PV∫ ρ(x′)/(x−x′) dx′ = bx/(x²+w²).

The left side of (8) is therefore

σ_el(x) = −{μb/[2π(1−ν)]} x/(x²+w²).   (11)

The shear law for the trial profile

Let θ = arctan(x/w), so that 2πδ/b = π + 2θ. From tan θ = x/w follow

sin θ = x/√(x²+w²),   cos θ = w/√(x²+w²).

Hence

sin(2πδ/b) = sin(π+2θ) = −sin 2θ = −2 sin θ cos θ = −2xw/(x²+w²),

and the right side of (8) is

τ(δ(x)) = −[μb/(2πd)] · 2xw/(x²+w²).   (12)

Both (11) and (12) are a constant times x/(x²+w²). They agree for all x if the constants agree:

μb/[2π(1−ν)] = 2wμb/(2πd).

Cancelling μb/(2π) leaves 1/(1−ν) = 2w/d. The width is

w = ζ = d/[2(1−ν)].   (13)

The profile (10) with this width is a solution of (8), and no other width works for a profile of this form. At x = −ζ and x = ζ the arctangent is −π/4 and π/4, so δ is b/4 and 3b/4. Half of the change in disregistry takes place between these points. The density ρ there has half of its peak value, so ζ is a half-width in both senses.

The origin is arbitrary: replacing x by x − x₀ gives an equally good solution, since nothing in the continuous model marks a position on the plane. The calculation does not prove that solutions of a different form are absent. Numerical evidence on that question is given below.

The arctangent profile (10) balances the elastic stress against the sinusoidal shear law at every x, with the half-width ζ = d/[2(1−ν)]. It remains to see what this width depends on, to apply it to a tungsten film, and to test how far the number can be trusted.
